# The common infinite-cutoff limit of LAPW and APW+lo

## Definitions and conventions

Hartree atomic units are used. A periodic cell contains spheres that neither touch nor overlap, periodic images included; \(R\) is the radius of the sphere under discussion. The Bloch vector \(\mathbf k\) is fixed, and the plane-wave set at cutoff \(K\) contains all \(\mathbf G\) with \(|\mathbf k+\mathbf G|\le K\). Spherical components are \(f_{lm}(r)=\int Y_{lm}^*f\,d\hat{\mathbf r}\).

In each sphere, for \(l\le L\), let \(u\) be the regular real solution of \((h_l-E_l)u=0\) at a fixed energy \(E_l\), with

\[
h_l=-\frac1{2r^2}\frac{d}{dr}r^2\frac{d}{dr}+\frac{l(l+1)}{2r^2}+v(r),\qquad \int_0^R u^2r^2dr=1 .
\]

Let \(\dot u=\partial u/\partial E_l\). Primes are radial derivatives. Apart from the local orbitals, every basis function below is a plane wave in the interstitial region. Inside a sphere its components \(l\le L\) are replaced, while those with \(l>L\) keep their plane-wave form.

- **LAPW:** the replacement is \(\alpha u+\beta\dot u\), matched in value and slope at \(R\).
- **APW+lo:** the replacement is \(\alpha u\), matched in value. One local orbital is added for every \((l,m)\), \(l\le L\), in every sphere. It combines \(u\) and \(\dot u\), vanishes at \(R\), and is zero outside.

Both methods use the same \(L\), \(E_l\), \(u\) and \(\dot u\), and \(u(R)\neq0\) is assumed. The energy is the form

\[
h[\psi]=\tfrac12\int|\nabla\psi|^2+\int V|\psi|^2,\qquad \|\psi\|_1^2=\int\left(|\psi|^2+|\nabla\psi|^2\right).
\]

The potential is assumed to make \(h\) continuous in the norm \(\|\cdot\|_1\) and bounded below for normalized states.

The claim is that at fixed \(L\) and \(E_l\) the two spans have the same closure in \(\|\cdot\|_1\) as \(K\to\infty\), so their Ritz values have the same limits.

## One channel: what separates the two bases

Differentiating \((h_l-E_l)u=0\) with respect to \(E_l\) gives \((h_l-E_l)\dot u=u\). Hence

\[
\int_0^R r^2\,(u\,h_l\dot u-\dot u\,h_lu)\,dr=\int_0^R r^2u^2dr=1 .
\]

The potential and centrifugal terms cancel on the left. The derivative terms form a total derivative, which vanishes at the origin, so the left side is \(-\tfrac12R^2(u\dot u'-\dot uu')_R\). Therefore

\[
R^2(u'\dot u-u\dot u')_R=2 .
\]

The determinant of the LAPW matching equations, \(u\dot u'-\dot uu'=-2/R^2\), is never zero. The local orbital is

\[
w=\dot u-\frac{\dot u(R)}{u(R)}u,\qquad
w'(R)=\frac{u\dot u'-\dot uu'}{u}\bigg|_R=-\frac{2}{R^2u(R)} .
\]

Set \(\hat w=w/w'(R)\). It has value 0 and inner slope 1 at \(R\), and it is zero outside, so its slope jumps.

*Limit of a free electron.* For \(v=0\), \(l=0\), \(E_0\to0\), the function \(u=\sqrt{3/R^3}\) is constant and \(\dot u=-ur^2/3+\text{const}\cdot u\). Then \(-R^2u\dot u'(R)=\tfrac23R^3u^2=2\), as required, and \(\hat w=(r^2-R^2)/(2R)\).

Now write the LAPW radial function with \(u\) and \(\hat w\). If \(f\) is the plane-wave component to be matched, it is

\[
\frac{f(R)}{u(R)}\,u+\left[f'(R)-f(R)\frac{u'(R)}{u(R)}\right]\hat w .
\]

The first term has the correct value, and the bracket supplies the missing slope. The first term is also the APW function. Each LAPW therefore differs from the APW of the same \(\mathbf G\) by multiples of local orbitals, and

\[
\text{APW+lo}(K)=\text{LAPW}(K)+\operatorname{span}\{\hat w_{lm}\},\qquad \hat w_{lm}=\hat wY_{lm}.
\]

By the variational principle \(E_j^{\rm APW+lo}(K)\le E_j^{\rm LAPW}(K)\) for the \(j\)th Ritz value. The added set is finite and does not depend on \(K\). It remains to show that each \(\hat w_{lm}\) is a limit of LAPW functions.

## The boundary layer

Let \(x=r-R\) and \(t=x/\delta\). Continue \(\hat w\) outside the sphere by

\[
\eta(x)=x(1-t)^2\quad(0<x<\delta),\qquad \eta'=(1-t)^2-2t(1-t)=(1-t)(1-3t),
\]

and by zero for \(x\ge\delta\). Since \(\eta(0)=0\), \(\eta'(0)=1\) and \(\eta(\delta)=\eta'(\delta)=0\), the resulting function \(\varphi_\delta\) has continuous value and slope.

Start with \(l=0\). Using \((1-t)^2(1-3t)^2=1-8t+22t^2-24t^3+9t^4\), its integrals over \(0<t<1\) with weights \(1,t,t^2\) are \(2/15\), \(1/30\), \(2/105\). With \(r^2=R^2+2R\delta t+\delta^2t^2\),

\[
\tfrac12\int_0^\delta\eta'^2r^2dx=\tfrac12\left[\frac{2R^2\delta}{15}+\frac{R\delta^2}{15}+\frac{2\delta^3}{105}\right].
\]

For general \(l\), the angular gradient adds \(\tfrac12l(l+1)\int\eta^2dx\), where \(\int\eta^2dx=\delta^3\int_0^1t^2(1-t)^4dt=\delta^3/105\). The kinetic energy of the layer is

\[
T_\delta=\tfrac12\left[\frac{2R^2\delta}{15}+\frac{R\delta^2}{15}+\frac{(2+l(l+1))\delta^3}{105}\right].
\]

Also \(\int\eta^2r^2dx\le(R+\delta)^2\delta^3/105\). Thus

\[
\|\varphi_\delta Y_{lm}-\hat w_{lm}\|_1^2=2T_\delta+\int\eta^2r^2dx\longrightarrow0\qquad(\delta\to0).
\]

The gradient in the layer stays of order one while the volume shrinks.

*Limit of a flat wall.* As \(R\to\infty\) at fixed \(\delta\) and \(l\), \(T_\delta/R^2\to\delta/15\). A mismatch in value behaves differently. If \(g\) changes by 1 across the layer, the Cauchy–Schwarz inequality gives \(1=(\int g'dx)^2\le\delta\int g'^2dx\), so the cost is at least of order \(1/\delta\). Continuity of value survives the limit; continuity of slope does not.

## From the layer to plane waves

Extend the layer oddly into the sphere, \(\eta(x)=x(1-|x|/\delta)^2\) for \(|x|<\delta\), with \(\delta\) smaller than \(R\) and than the gap to any other sphere. Let \(F\) be the Bloch sum of \(\eta(r-R)Y_{lm}\). It is continuous with continuous gradient.

Let \(\mathcal A\) denote LAPW augmentation. Outside the spheres \(\mathcal AF=F\). In the chosen sphere \(F\) has only the component \((l,m)\), with value 0 and slope 1 at \(R\), so it is replaced by \(\hat w\). Other spheres contain zero. Thus \(\mathcal AF\) is the Bloch sum of \(\varphi_\delta Y_{lm}\).

Next approximate the periodic function \(p=e^{-i\mathbf k\cdot\mathbf r}F\) by finite Fourier sums. Average \(p\) over displacements with a product of one factor per fractional cell coordinate \(s\),

\[
\frac1{N+1}\left[\frac{\sin((N+1)\pi s)}{\sin\pi s}\right]^2=\sum_{|n|\le N}\left(1-\frac{|n|}{N+1}\right)e^{2\pi ins}.
\]

Each factor is non-negative and has mean 1. For \(\tau\le|s|\le\tfrac12\) it is at most \(1/[(N+1)\sin^2\pi\tau]\), so its weight concentrates at \(s=0\). Because \(p\) is uniformly continuous, the averages converge to it uniformly. Averaging commutes with differentiation, so the gradients converge uniformly too. Multiplying by \(e^{i\mathbf k\cdot\mathbf r}\) gives finite plane-wave sums \(F_N\).

Let \(D=F_N-F\), with \(|D|\) and \(|\nabla D|\) at most \(\epsilon\). Then \(|D_{lm}(R)|\) and \(|D'_{lm}(R)|\) are at most \(\sqrt{4\pi}\,\epsilon\), again by Cauchy–Schwarz. The matching determinant is nonzero, so the finitely many coefficients of \(u\) and \(\dot u\) are bounded by a constant times \(\epsilon\). The part \(l>L\) is an orthogonal part of \(D\), in norm and in gradient, hence no larger than \(D\). Consequently \(\|\mathcal AF_N-\mathcal AF\|_1\to0\).

Taking first \(N\to\infty\) and then \(\delta\to0\) puts every \(\hat w_{lm}\) in the closure of the LAPW spans. That closure is a linear space, so it contains every APW+lo function. The reverse inclusion was shown above, and the closures are equal.

## Ritz values

Take the \(j\) lowest Ritz vectors of APW+lo at some \(K_0\) and approximate each in \(\|\cdot\|_1\) by LAPW functions. Their overlap and energy matrices converge, because \(h\) is continuous. The largest eigenvalue in this \(j\)-dimensional space therefore approaches \(E_j^{\rm APW+lo}(K_0)\), and by the min–max principle

\[
\lim_{K\to\infty}E_j^{\rm LAPW}(K)\le E_j^{\rm APW+lo}(K_0).
\]

The limit exists because the values decrease and are bounded below. Letting \(K_0\to\infty\) and using the opposite inequality at each \(K\) gives equal limits.

Removing the local orbitals breaks the argument. The inner component of a fixed-energy APW is a multiple of \(u\), a condition preserved under limits, so \(\hat w\) is not reached.

*Limit of a perfect linearization energy.* The common limit generally retains a linearization error. If only \(l=0\) is augmented, the potential in the sphere equals the spherical \(v(r)\), and \(E_0\) equals the exact eigenvalue, the \(l=0\) inner component of the exact state is a multiple of \(u\). Augmentation then leaves the exact state unchanged. If its gradient is continuous, the Fourier argument above places it in the closure, and this error disappears.

## The slope jump at finite cutoff

Consider a nondegenerate lowest APW+lo state \(\psi\), normalized, with a jump only in the \(l=0\) component of one sphere. Take \(\mathbf k=0\) and \(V\) real; the basis is then closed under complex conjugation, so the nondegenerate \(\psi\) can be chosen real. Define \(J\) as the inner minus outer radial slope of \(\psi_{00}\) at \(R\). Since LAPW functions have no jump in this channel, \(\psi=g+J\hat wY_{00}\) with \(g\) in LAPW\((K)\).

Replacing \(\hat w\) by \(\varphi_\delta\) adds \(J\eta Y_{00}\) outside the sphere. Its own kinetic energy is \(J^2R^2\delta/15+O(\delta^2)\). In the cross term, integration by parts leaves no surface contribution, because \(\eta\) vanishes at both ends. What remains is \(\eta\) times smooth plane-wave sums and, for a potential bounded in the layer, a bounded factor. Since \(\int\eta\,dx=\delta^2/12\), this is \(O(\delta^2)\). Reoptimizing the coefficients changes a nondegenerate eigenvalue at second order in the matrix change, also \(O(\delta^2)\). Thus

\[
E_{\rm LAPW+layer}-E_{\rm APW+lo}=\frac{J^2R^2\delta}{15}+O(\delta^2)\qquad(K\text{ fixed}).
\]

The jump also explains the gradient form of the energy. Integrating by parts separately on the two sides gives

\[
\tfrac12\int|\nabla\psi|^2=-\tfrac12\int_{\rm regions}\psi\nabla^2\psi+\tfrac12R^2\psi_{00}(R)J .
\]

The surface term belongs to the kinetic energy.

## A cubic model

Take a simple cubic cell of side 6 bohr, \(R=2\) bohr, potential \(-1\) hartree in the sphere and zero outside. The lowest fully symmetric state at \(\Gamma\) is computed with \(L=3\); symmetry then leaves only \(l=0\) to augment. The choice \(E_0=-0.9\) hartree is deliberately poor, to make the jump visible. Radial integrals use Gauss–Legendre quadrature. The generalized eigenproblem is diagonalized after discarding overlap eigenvalues below \(10^{-11}\).

Here \(u(R)=0.5786\), so \(w'(R)=-2/(4\times0.5786)=-0.864\). The energies in hartree, with \(K\) in bohr\(^{-1}\), are:

| \(K\) | LAPW | APW+lo | difference |
|---:|---:|---:|---:|
| 4.19 | −0.411411 | −0.411723 | 0.000312 |
| 6.28 | −0.411609 | −0.411726 | 0.000117 |
| 9.42 | −0.411661 | −0.411726 | 0.000065 |
| 13.61 | −0.411684 | −0.411726 | 0.000042 |
| 18.85 | −0.411695 | −0.411726 | 0.000031 |

The difference falls from 8.5 meV to at most 0.85 meV. No rate should be read from the last three rows. There the LAPW overlap matrix is nearly singular: the threshold discards 1, 3 and 6 directions, which would still lower the LAPW energy. With nothing discarded (extended-precision arithmetic) LAPW gives −0.411676 at \(K=9.42\) and −0.411703 at \(K=13.61\), so the differences become 0.000050 and 0.000023, while APW+lo does not change in the digits shown. At \(K=18.85\), lowering the threshold to \(10^{-13}\) already moves LAPW to −0.411701. By the variational principle the tabulated LAPW energies are then upper bounds for the full span, and the slow decay of the difference reflects the threshold \(10^{-11}\), not the cutoff alone. With nothing discarded, the difference times \(K^2\) stays between 0.0043 and 0.0046 from \(K=6.28\) to 13.61; this is an observation on this model over this range, and the proof itself supplies no rate. The squared distance \(\|\cdot\|_1^2\) of \(\hat w_{00}\) from the LAPW span, found by projection with a similar threshold, falls from 0.284 to at most 0.025; without the threshold it is already 0.024 at \(K=13.61\). APW without the local orbital settles at −0.29707 hartree, 0.115 hartree above APW+lo.

At \(K=4.19\) bohr\(^{-1}\) the APW+lo state has inner slope −0.4347 and outer slope −0.3868, so \(J=-0.0479\) in atomic units. For \(\delta=0.01\) bohr the leading formula gives

\[
\frac{(0.0479)^2\times4\times0.01}{15}=6.1\times10^{-6}\ \text{hartree}.
\]

Diagonalization with the explicit layer gives \(5.9\times10^{-6}\) hartree. The ratio of computed to leading-order cost is 0.81 at \(\delta=0.1\) bohr and 0.997 at 0.001 bohr, so the leading formula becomes accurate as the layer thins. With \(\psi_{00}(R)=0.316\), the surface term is \(\tfrac12\times4\times0.316\times(-0.0479)=-0.030\) hartree, far larger than the difference between the methods.

An unaugmented plane-wave calculation at the largest \(K\) gives −0.41269 hartree. Moving \(E_0\) to that energy brings APW+lo to −0.41270 hartree. The value −0.41173 hartree approached with \(E_0=-0.9\) hartree is therefore about 0.001 hartree too high: more plane waves remove the difference between the two bases, but not their shared linearization error.
